# Two-term errors in the Reid ramp gas measured by Monte Carlo

When the reduced field in the Reid ramp gas is doubled from 12 to 24 Td, the simulated mean electron energy rises from 0.269 to 0.408 eV, yet the transverse diffusion coefficient times gas density, \(ND_T\), stays at \(1.134\times10^{24}\) m\(^{-1}\)s\(^{-1}\). The two-term approximation gives the energies to about 2 %. For \(ND_T\) it gives \(1.369\times10^{24}\) and \(1.438\times10^{24}\), too high by 21 % and 27 %, and rising. Two questions follow: why one coefficient fails ten times worse than the mean energy, and why the true one hardly changes between these two fields.

## The model and its units

The molecules have mass \(M=4\) u and are at rest. With electron energy \(\varepsilon\) in eV, the cross sections in Å\(^2\) are

\[
\sigma_{\rm el}=6,\qquad \sigma_{\rm in}=10(\varepsilon-\Delta)\ \text{for}\ \varepsilon>\Delta=0.2,\qquad \sigma=\sigma_{\rm el}+\sigma_{\rm in}.
\]

Scattering is isotropic in the centre-of-mass frame. There is no ionization, attachment or interaction between electrons. The swarm is steady, with weak density gradients.

Speed is measured in \(c_0=\sqrt{2e/m}=5.93\times10^5\) m/s, so \(\varepsilon=u^2\). Length is measured in \(1/(N\,\text{Å}^2)\) and time in that length over \(c_0\). Since 1 Td is \(10^{-21}\) V m\(^2\), or 0.1 V Å\(^2\), the energy gained per unit length along the force is \(k=(E/N\ \text{in Td})/10\). The force points along \(+z\). From \(d\varepsilon/dt=2u_z\,du_z/dt=ku_z\),

\[
\frac{du_z}{dt}=\frac k2 ,\qquad \nu(u)=u\,\sigma(u^2),
\]

where \(\nu\) is the collision rate, which increases with speed. In these units \(ND\) is converted by \(c_0/\text{Å}^2\).

## The simulation

Each of 10,000 electrons has its own clock and repeats the following step.

1. From the present speed \(u\), form \(B=\nu(u+k\delta/2)\) with window \(\delta=0.12\). The speed cannot grow by more than \(k\delta/2\) within the window, and \(\nu\) is increasing, so \(B\) bounds the rate there.
2. Draw a trial time \(t\) from the density \(Be^{-Bt}\) and fly for \(\tau=\min(t,\delta)\).
3. If \(t<\delta\), collide with probability \(\nu/B\), using the speed at the end of the flight. Otherwise begin the next step without a collision.

In any interval \(dt\) a trial occurs with probability \(B\,dt\), independently of the past, and is accepted with probability \(\nu/B\). The product is \(\nu\,dt\), the required law. No highest energy has to be assumed.

A collision is inelastic with probability \(\sigma_{\rm in}/\sigma\). The relative motion carries energy \(u^2M/(m+M)\). Removing \(\Delta\) leaves a relative speed \(g\) with \(g^2=u^2-\Delta(1+m/M)\); for an elastic collision \(g=u\). With \(\mathbf n\) a random unit vector, the new velocity is

\[
\mathbf u'=\frac{m\mathbf u+Mg\,\mathbf n}{m+M}.
\]

**Time averages.** On a segment of length \(\tau\) that starts with velocity \(\mathbf u\), \(u_z\) grows linearly, so

\[
\int u_z\,dt=u_z\tau+\frac{k\tau^2}{4},\qquad
\int\varepsilon\,dt=u^2\tau+\frac{k u_z\tau^2}{2}+\frac{k^2\tau^3}{12}.
\]

The drift velocity \(W\) and the mean energy are ratios \(R=\sum_iA_i/\sum_iT_i\), where \(A_i\) is the integral and \(T_i\) the elapsed time of electron \(i\). If \(r\) is the true ratio,

\[
R-r=\frac{\sum_i(A_i-rT_i)}{\sum_iT_i}.
\]

The numerator is a sum of \(n\) independent terms of mean zero. The standard error is therefore the standard deviation of \(A_i-RT_i\) divided by \(\bar T\sqrt n\).

**Transverse diffusion.** In flight \(j\) the component \(u_{x,j}\) is constant, so the displacement is \(X=\sum_ju_{x,j}\tau_j\). After an isotropic collision \(u_x\) and \(-u_x\) are equally likely, whatever happened before, and the flight time does not depend on that sign. Cross terms in \(\langle X^2\rangle\) then average to zero. The small memory \(m\mathbf u/(m+M)\) changes this by an amount of order \(m/M\sim10^{-4}\). Setting \(\langle X^2\rangle=2D_TT\) and averaging over \(x\) and \(y\) gives

\[
D_T=\frac{\sum_j u_{\perp,j}^2\tau_j^2}{4\sum_j\tau_j}. \tag{1}
\]

Formula (1) has a much smaller statistical error than the displacement itself. After many collisions \(X\) and \(Y\) are nearly Gaussian, so \(X^2+Y^2\) is exponentially distributed and its standard deviation equals its mean. Ten thousand electrons then give a relative error of \(1/\sqrt{10^4}=1\,\%\), however long they run. Formula (1) instead averages over all flights.

The first 400 steps are discarded and 4000 are kept. At 12 Td these contain \(1.35\times10^7\) collisions, or 0.34 per electron and step, so about 135 collisions per electron precede the sampling. The energy relaxes in a time \(\bar\varepsilon/(kW)\), which at the rate \(\nu\) taken at the mean energy \(\bar\varepsilon\) is fewer than ten collisions.

## The Legendre equations

The two-term solution is the lowest member of a series whose higher members provide an independent check on the simulation. Let \(\mu=\cos\theta\) be measured from \(z\). The field term contains

\[
\frac{\partial}{\partial u_z}=\mu\frac{\partial}{\partial u}+\frac{1-\mu^2}{u}\frac{\partial}{\partial\mu}.
\]

The associated Legendre functions, with \(P_1^1=\sin\theta\), obey

\[
(2l+1)\mu P_l^m=(l-m+1)P_{l+1}^m+(l+m)P_{l-1}^m,
\]
\[
(2l+1)(1-\mu^2)\frac{dP_l^m}{d\mu}=(l+1)(l+m)P_{l-1}^m-l(l-m+1)P_{l+1}^m .
\]

Apply the derivative to \(\sum_lg_l(u)P_l^m\) and collect the coefficient of \(P_l^m\):

\[
\frac{l-m}{2l-1}\Big(\frac d{du}-\frac{l-1}u\Big)g_{l-1}
+\frac{l+m+1}{2l+3}\Big(\frac d{du}+\frac{l+2}u\Big)g_{l+1}.
\]

Now write \(g_l=u^lG_l\) and use \(d/du=2u\,d/d\varepsilon\). A prime denotes \(d/d\varepsilon\). The two brackets become

\[
u^{l-1}\frac{dG_{l-1}}{du}=2u^lG_{l-1}',
\]
\[
u^{-l-2}\frac{d}{du}\big(u^{2l+3}G_{l+1}\big)=2u^{-l-1}\big(\varepsilon^{l+3/2}G_{l+1}\big)' .
\]

Dividing by \(u^l\) and multiplying by the acceleration \(k/2\) gives the field operator

\[
\mathcal L_l^m[G]=k\Big[\frac{l-m}{2l-1}G_{l-1}'+\frac{l+m+1}{2l+3}\,\varepsilon^{-l-1/2}\big(\varepsilon^{l+3/2}G_{l+1}\big)'\Big].
\]

**Uniform swarm, \(m=0\).** Let \(f=\sum_lf_lP_l\), \(f_l=u^lF_l\), normalized by \(\int\sqrt\varepsilon f_0\,d\varepsilon=1\). Isotropic collisions return electrons to \(l=0\) alone, apart from recoil of order \(m/M\). For \(l\ge1\), therefore, \(\mathcal L_l^0[F]=-\nu F_l\). For \(l=0\), multiplication by \(\sqrt\varepsilon\) gives a balance of electrons per unit energy:

\[
\frac k3(\varepsilon^{3/2}F_1)'=\big[\varepsilon\sigma_{\rm in}f_0\big]_{\varepsilon+\Delta}-\varepsilon\sigma_{\rm in}f_0+\Big(\frac{2m}{M}\varepsilon^2\sigma_{\rm el}f_0\Big)'.
\]

The last term is the downward flux from recoil: mean loss \(2(m/M)\varepsilon\), times rate \(\sqrt\varepsilon\,\sigma_{\rm el}\), times density \(\sqrt\varepsilon f_0\). Since \(\mu^2\) averages to 1/3, \(W=\frac13\int\varepsilon^{3/2}F_1d\varepsilon\).

**Transverse gradient, \(m=1\).** To first order let the distribution be \(nf-(\partial n/\partial x)\,h\). Because \(\partial n/\partial t=-W\,\partial n/\partial z\) at this order, it does not enter, and \(h\) is driven by \(u_xf\). Write \(h=\cos\phi\sum_lu^lG_lP_l^1\). With \((2l+1)\sin\theta P_l=P_{l+1}^1-P_{l-1}^1\), the coefficient of \(P_l^1\) in \(u\sin\theta f\), divided by \(u^l\), gives

\[
\mathcal L_l^1[G]+\nu G_l=\frac{F_{l-1}}{2l-1}-\frac{\varepsilon F_{l+1}}{2l+3},\qquad
D_T=\frac13\int\varepsilon^{3/2}G_1d\varepsilon. \tag{2}
\]

**Two terms.** Dropping everything above \(l=1\) leaves \(kf_0'=-\nu F_1\) and \(G_1=f_0/\nu\). Hence

\[
f_1=-\frac k\sigma f_0',\qquad W=-\frac k3\int\frac\varepsilon\sigma f_0'\,d\varepsilon,\qquad D_T=\frac13\int\frac\varepsilon\sigma f_0\,d\varepsilon. \tag{3}
\]

**Discretization.** The energy range up to 3 eV is cut into cells of 0.005 eV. For \(m=0\), even \(l\) are stored at cell centres and odd \(l\) at the interior edges; for \(m=1\) the roles are exchanged. Each derivative is then a difference of two neighbours. The factor \(\varepsilon^{-l-1/2}(\varepsilon^pG)'\), \(p=l+3/2\), becomes the difference of \(\varepsilon^pG\) over a cell divided by \((\varepsilon_+^p-\varepsilon_-^p)/p\), which is correct for constant \(G\) even next to \(\varepsilon=0\). In the first cell, a slope that needs the missing edge value at zero is taken from the next two edges. Edge values at 3 eV are zero. The threshold spans 40 cells, so an inelastic loss leads from centre to centre. Conservation makes one \(l=0\) row redundant; it is replaced by a condition that fixes the scale, and the sparse linear system is solved directly.

## Results and their errors

Energies are in eV, \(W\) in \(10^4\) m/s and \(ND_T\) in \(10^{24}\) m\(^{-1}\)s\(^{-1}\).

| Td | method | energy | \(W\) | \(ND_T\) |
|---|---|---|---|---|
| 12 | 2 terms | 0.2736 | 7.028 | 1.369 |
| 12 | 4 terms | 0.2689 | 6.840 | 1.137 |
| 12 | 8 terms | 0.2690 | 6.837 | 1.135 |
| 12 | Monte Carlo | 0.2688 | 6.839 | 1.134 |
| 24 | 2 terms | 0.4163 | 9.142 | 1.438 |
| 24 | 4 terms | 0.4079 | 8.887 | 1.139 |
| 24 | 8 terms | 0.4080 | 8.884 | 1.134 |
| 24 | Monte Carlo | 0.4080 | 8.891 | 1.134 |

The Monte Carlo standard errors are 0.0001 eV, 0.004 in \(W\) and 0.0005 in \(ND_T\), in the units of the table. The eight-term solution agrees with the simulation within 0.1 % in all six numbers. The displacement itself gives \(ND_T=1.147\pm0.011\) and \(1.132\pm0.011\), in agreement with (1) and with about twenty times its error.

Relative to the Monte Carlo values, the two-term errors are as follows.

| | 12 Td | 24 Td |
|---|---|---|
| mean energy | +1.8 % | +2.1 % |
| \(W\) | +2.8 % | +2.8 % |
| \(D_T\) | +20.7 % | +26.9 % |

For \(D_T\) at 12 Td the arithmetic is \(1.3692/1.1343-1=0.207\). The statistical uncertainty of each entry is at most 0.06 percentage points. The energy grid adds an error of its own: doubling the cell width changes the eight-term results by less than 0.5 %. The last digit of the table should be read with that in mind.

## Where the diffusion error comes from

The two-term \(D_T\) can fail through a wrong \(f_0\) or through the angular truncation. Putting the eight-term \(f_0\) into the last formula of (3) separates the two. The result is \(1.362\times10^{24}\) at 12 Td and \(1.434\times10^{24}\) at 24 Td, within about 0.5 % of the full two-term values and still 20 % and 26 % above the eight-term \(D_T\). The truncation is the cause.

What it discards can be written down. For \(l=1\), equation (2) reads

\[
\nu G_1=f_0-\frac{f_2}5-\frac{3k}5\varepsilon^{-3/2}\big(\varepsilon^{5/2}G_2\big)' .
\]

Divide by \(\nu\), insert the result in \(D_T\), and integrate the last term by parts. The boundary terms vanish, and \((1/\nu)'=-\nu'/\nu^2\), so

\[
D_T=\frac13\int\frac{\varepsilon^{3/2}}\nu\Big(f_0-\frac{f_2}5\Big)d\varepsilon-\frac k5\int\varepsilon^{5/2}G_2\frac{\nu'}{\nu^2}\,d\varepsilon. \tag{4}
\]

The first correction is the anisotropy of the velocities. At fixed speed the average of \(u_x^2\) is \(\frac{u^2}3(f_0-f_2/5)/f_0\). The field feeds energy into the motion along \(z\), and transverse motion gets less than its isotropic share. In the simulation the transverse part of the energy is 0.616 at 12 Td and 0.612 at 24 Td instead of 2/3, a deficit of 8 % at both fields.

The second correction needs a collision rate that varies with energy. To leading order the \(l=2\) equation gives \(G_2\approx(F_1-kG_1')/(3\nu)\), with \(F_1=-kf_0'/\nu\) and \(G_1=f_0/\nu\). This is positive where \(f_0\) falls and \(\nu\) rises, so the term lowers \(D_T\). The form indicates the sign only. It needs \(\varepsilon\gg k/\sigma\), which is 0.2 to 0.3 eV here; below threshold it grows as \(\varepsilon^{-2}\), and inserted in (4) it diverges logarithmically at \(\varepsilon=0\). The size of the term must come from the full solution. Almost all of it is due to electrons moving along the force, as they do about 65 % of the time: they gain energy during the flight, meet a higher collision rate, and have their transverse excursion cut short. The two corrections together must supply the whole reduction, 17 % and 21 % of the two-term formula evaluated with the eight-term \(f_0\). The 8 % deficit weights \(f_2\) with \(\varepsilon^{3/2}\), not with \(\varepsilon^{3/2}/\nu\), so it does not fix the split. Evaluated with the converged distribution, the first correction lowers the formula by 4.8 % at 12 Td and 4.9 % at 24 Td, less than the deficit, and the second by 11.9 % and 16.0 %. The varying collision rate is the larger cause, and it supplies nearly all of the growth between the two fields.

**Constant collision rate.** If \(\nu\) did not depend on energy, the second correction would vanish and (4) would give \(D_T=\langle u_x^2\rangle/\nu\). Formula (1) agrees: flight times are then exponential and independent of velocity, with \(\langle\tau^2\rangle=2/\nu^2\) and \(\langle\tau\rangle=1/\nu\), so \(D_T=\langle u_x^2\rangle\langle\tau^2\rangle/(2\langle\tau\rangle)=\langle u_x^2\rangle/\nu\). The two-term formula replaces \(\langle u_x^2\rangle\) by \(\langle u^2\rangle/3\). If each collision removes a fraction \(\lambda\) of the energy, \(u_x\) keeps its value from the last collision, so \(\langle u_x^2\rangle=(1-\lambda)\langle u^2\rangle/3\). The formula is then too high by \(\lambda/(1-\lambda)\), which is negligible for elastic recoil alone and large for strong inelastic loss.

The drift velocity behaves differently. The same integration by parts in the \(l=1\), \(m=0\) equation yields

\[
W=-\frac k3\int\frac{\varepsilon^{3/2}}\nu f_0'\,d\varepsilon-\frac{2k}{15}\int\varepsilon^{5/2}F_2\frac{\nu'}{\nu^2}\,d\varepsilon .
\]

There is no counterpart of the \(f_2/5\) term. For constant \(\nu\) the correction disappears, and the first integral, again by parts, is \(k/(2\nu)\) whatever the form of \(f_0\). So \(W\) is spared one of the two errors. Its small total error also owes something to a cancellation: the first integral, evaluated with the converged \(f_0\), lies 5.1 % and 6.3 % above the true \(W\), and the two-term \(f_0\) lowers it again by 2.2 % and 3.2 %.

**When two terms suffice.** For \(l=2\), \(m=0\), the leading order is \(F_2\approx-\frac{2k}{3\nu}F_1'\). If \(f_0\) varies on the scale \(\bar\varepsilon\), then \(f_2/f_0\sim\frac23q^2\) with \(q=k/(\sigma\bar\varepsilon)\). At 12 Td, \(\sigma=6.69\) at the mean energy and \(q=1.2/(6.69\times0.269)=0.67\); at 24 Td, \(q=2.4/(8.08\times0.408)=0.73\). The estimate of \(f_2/(5f_0)\) is then 6 to 7 %, of the size of the measured deficit. This is an order of magnitude and no more. At 1 Td, where \(q=0.17\), the estimate is 0.4 % and the deficit about 0.8 %. For a constant rate, where \(q^2=2\lambda\) (below), it is \(4\lambda/15\) against the exact \(\lambda\). It does not bound the error in \(D_T\), which is several times larger, about 2 % at 1 Td.

The power balance shows what sets \(q\). If a fraction \(\lambda\) of the energy is lost per collision and \(W\approx k/(2\nu)\), then \(kW=\lambda\nu\bar\varepsilon\) gives \(q^2\approx2\lambda\). This is the constant-rate relation and gives only the order of magnitude here: in the ramp gas \(k/(2\nu)\) at the mean energy exceeds \(W\) by about half, and \(2\lambda\) is 0.30 and 0.34 against \(q^2=0.45\) and 0.53. With elastic recoil alone, \(\lambda=2m/M\) and the anisotropy is negligible. In the ramp gas inelastic losses make \(\lambda\) large, and at both fields \(q\) is of order one.

**Why \(ND_T\) stands still.** The two-term formula in (3) is the average of \(u/(3\sigma)\) over the electrons. Between 12 and 24 Td the speed at the mean energy rises by 23 %, but the cross section there rises by 21 %, from 6.69 to 8.08 Å\(^2\). Most of the gain in speed is thus lost to more frequent collisions, and the formula with the eight-term \(f_0\) rises only by the factor \(1.434/1.362=1.053\). The ratio of the full \(D_T\) to that formula falls from 0.833 to 0.791, a factor of 0.950. The product is 1.00. The growing cross section therefore does most of the work, and the stronger angular corrections cancel the small rise that remains. The two-term approximation lacks these corrections, so its \(ND_T\) still rises between 12 and 24 Td. The balance is local: the two fields lie on either side of a broad maximum of the true \(ND_T\), about \(1.137\times10^{24}\) near 15 to 18 Td, and the value drops to \(1.115\times10^{24}\) at 6 Td and \(1.114\times10^{24}\) at 48 Td. The two-term value has its own maximum, about \(1.45\times10^{24}\) near 36 Td, and falls at higher fields.

## Use in a process gas

At 1 Torr and 300 K, \(N=3.22\times10^{22}\) m\(^{-3}\). The two fields are then 3.9 and 7.7 V/cm, the mobilities \(1.77\times10^6\) and \(1.15\times10^6\) cm\(^2\)/(V s), and \(D_T=3.5\times10^5\) cm\(^2\)/s at both. Pressure and temperature are roughly those of a methane deposition discharge, and methane also has vibrational thresholds of a few tenths of an eV. The ramp is not methane, however: it reaches 8 Å\(^2\) at 1 eV, far above methane's vibrational cross sections, and it lacks methane's deep minimum in elastic scattering. A discharge sustained by ionization also needs a reduced field well above 24 Td. A radio-frequency drive also breaks the assumption of a steady field. At 13.56 MHz the angular frequency is 0.87 and 0.51 times the energy relaxation rate \(eEW/\bar\varepsilon\), so the mean energy neither follows the field nor averages over it. The steady coefficients do not apply to that drive at this pressure, and the resulting change is not calculated here.

Other omissions can be sized. The relaxation length \(\bar\varepsilon/(eE)\) is 0.07 and 0.05 cm, about 3 % of a 2 cm gap. At 12 Td the mean energy of electrons released from a plane settles within about 5 % of its final value after two to three such lengths, so a local description is reasonable in the interior but not in thin sheaths. For \(10^{10}\) electrons per cm\(^3\), the Coulomb rate \(4\pi b^2n_ev\ln(\lambda_D/b)\) is 3 % and 1 % of the relaxation rate; here \(v\) is the speed at the mean energy, \(b=e^2/(8\pi\epsilon_0\bar\varepsilon)\), and \(\lambda_D\) is the Debye length for temperature \(2\bar\varepsilon/3\).

The effect of elastic anisotropy can be calculated. Take a differential cross section proportional to \(1+\cos\theta\), which has \(\langle\cos\theta\rangle=1/3\), and hold the momentum-transfer cross section at 6 Å\(^2\). The total elastic cross section is then \(6/(1-\frac13)=9\) Å\(^2\), and this value damps all \(l\ge2\). In the eight-term solution \(D_T\) rises by 4.2 % at both fields, and \(W\) and the mean energy by about 0.5 %. The two-term values do not change, since they contain no \(l\ge2\). The two-term error in \(D_T\) falls to \(1.207/1.042-1=16\,\%\) at 12 Td and 22 % at 24 Td. Anisotropy of the inelastic scattering is left out of this estimate.
